# Helical edge states of the particle-hole-symmetric Bernevig-Hughes-Zhang model on a half-plane

## First half: two decaying modes that share one spinor

A transport calculation for a ribbon cut from an inverted quantum well becomes much smaller if the two-dimensional channel is replaced by one-dimensional edge modes with energies \(\pm Ak\). Two choices must be made first: up to which momentum \(k\) along the edge the modes are kept, and how wide the ribbon must be before its two edges can be treated separately. The straight lines \(\pm Ak\) answer neither question, because they can be drawn for any \(k\). The answers come from the condition under which a normalizable edge state exists, and from its decay lengths.

### The model and the wall

The Bernevig-Hughes-Zhang model describes one electron-like and one hole-like subband, each with two spin partners. Its upper block, for one pair of partners, is

\[
h(\mathbf k)=A(k_x\sigma_x-k_y\sigma_y)+\left[M-B(k_x^2+k_y^2)\right]\sigma_z .
\]

The Pauli matrices act on the two subbands. The lower block is \(h^*(-\mathbf k)\), as time reversal requires. The parameters \(A\), \(B\) and \(M\) are real and nonzero, and the blocks are not coupled. Particle-hole symmetry here means that there is no term \(-D(k_x^2+k_y^2)\) multiplying the unit matrix. Energies are measured from the middle of the gap. Since different Pauli matrices anticommute, squaring \(h\) removes the cross terms and gives the bulk bands

\[
E^2=A^2(k_x^2+k_y^2)+\left[M-B(k_x^2+k_y^2)\right]^2 .
\]

The sample fills \(y>0\), and the wave function vanishes at \(y=0\). This hard wall leaves \(k_x=k\) a good quantum number, while \(k_y\) becomes \(-i\partial_y\). Then \(-Ak_y\sigma_y=iA\sigma_y\partial_y\) and \(-Bk_y^2=B\partial_y^2\). With

\[
m=M-Bk^2
\]

the upper block reads

\[
h=Ak\sigma_x+iA\sigma_y\partial_y+(m+B\partial_y^2)\sigma_z .
\]

The task is to find every normalizable solution of \(h\psi=E\psi\) with \(\psi(0)=0\).

### How many modes are available

The coefficients do not depend on \(y\), so the solutions are built from modes \(\chi e^{-\lambda y}\). Each derivative gives a factor \(-\lambda\), and the equation for the spinor is

\[
\left[Ak\sigma_x-iA\lambda\sigma_y+(m+B\lambda^2)\sigma_z-E\right]\chi=0 .
\]

Written as a matrix, the operator in brackets is

\[
\begin{pmatrix}
m+B\lambda^2-E & A(k-\lambda)\\
A(k+\lambda) & -(m+B\lambda^2)-E
\end{pmatrix}.
\]

Its determinant must vanish:

\[
E^2=A^2(k^2-\lambda^2)+(m+B\lambda^2)^2 .
\]

This is a quadratic equation in \(\lambda^2\), with leading coefficient \(B^2\). Its four roots come in pairs \(\pm\lambda\), so at most two of them have a positive real part. These are the modes that decay into the sample. For a decaying mode the two off-diagonal elements cannot both vanish, since that would require \(\lambda=k\) and \(\lambda=-k\), hence \(\lambda=0\). The matrix therefore has rank one, and each \(\lambda\) has one spinor, up to a factor.

A single decaying mode is nonzero at the wall. A bound state needs two, and with \(\lambda_1\neq\lambda_2\) the wall condition is

\[
c_1\chi_1+c_2\chi_2=0 .
\]

Neither coefficient can be zero, so the two spinors are parallel. They can be scaled to one common spinor \(\chi\), and the state is proportional to \((e^{-\lambda_1y}-e^{-\lambda_2y})\chi\).

### The common spinor fixes the energy

The spinor \(\chi\) satisfies the mode equation for both exponents at the same \(E\). Subtracting the two equations removes \(E\), \(k\) and \(m\):

\[
\left[-iA(\lambda_1-\lambda_2)\sigma_y+B(\lambda_1^2-\lambda_2^2)\sigma_z\right]\chi=0 .
\]

Divide by \(\lambda_1-\lambda_2\), and write \(S=\lambda_1+\lambda_2\). Then

\[
BS\sigma_z\chi=iA\sigma_y\chi .
\]

Multiply from the left by \(\sigma_z\). Since \(\sigma_z^2=1\) and \(\sigma_z\sigma_y=-i\sigma_x\), this becomes

\[
\sigma_x\chi=\frac{BS}{A}\chi .
\]

The eigenvalues of \(\sigma_x\) are \(s=\pm1\), with eigenvectors

\[
\chi_s=\frac{1}{\sqrt2}\begin{pmatrix}1\\ s\end{pmatrix},
\qquad S=s\frac{A}{B}.
\]

Both modes decay, so \(S\) has a positive real part. This selects

\[
s=\operatorname{sgn}(A/B),\qquad \lambda_1+\lambda_2=\left|\frac AB\right| .
\]

The orientation of the spinor has been derived from the wall condition and not assumed.

To find the energy, put \(\chi_s\) back into the mode equation. Two relations are needed: \(\sigma_z\chi_s=\chi_{-s}\), and, because \(i\sigma_y=\sigma_z\sigma_x\),

\[
i\sigma_y\chi_s=s\,\sigma_z\chi_s=s\,\chi_{-s}.
\]

The mode equation then becomes

\[
(sAk-E)\chi_s+(B\lambda^2-sA\lambda+m)\chi_{-s}=0 .
\]

The spinors \(\chi_s\) and \(\chi_{-s}\) are orthogonal, so each coefficient vanishes separately:

\[
E=sAk,\qquad B\lambda^2-sA\lambda+m=0 .
\]

With \(s=\operatorname{sgn}(A/B)\), the energy is also \(E=\operatorname{sgn}(B)|A|k\).

### When both modes decay

The sum and product of the roots of the quadratic equation are

\[
\lambda_1+\lambda_2=\left|\frac AB\right|,
\qquad
\lambda_1\lambda_2=\frac mB=\frac MB-k^2 .
\]

If the product is positive, the roots are either real with the same sign or complex conjugates of each other. Their sum is positive, so both decay. If the product is negative, the roots are real with opposite signs and one mode grows. If it is zero, one mode is constant. The state therefore exists if and only if

\[
k^2<\frac MB .
\]

In particular \(M/B\) must be positive. The subband order at \(k=0\) is then the reverse of that at large momentum, where \(-Bk^2\) dominates the coefficient of \(\sigma_z\). This reversal is what is meant by an inverted well.

The case \(\lambda_1=\lambda_2=\lambda\) was set aside in the division above. A repeated root with one spinor gives solutions of the form \((\chi_0y+\chi_1)e^{-\lambda y}\), and the wall requires \(\chi_1=0\). The derivatives of the remaining function are

\[
\partial_y(ye^{-\lambda y})=(1-\lambda y)e^{-\lambda y},
\qquad
\partial_y^2(ye^{-\lambda y})=(\lambda^2y-2\lambda)e^{-\lambda y}.
\]

In \(h\psi=E\psi\), the terms proportional to \(y\) repeat the mode equation. The others give \(iA\sigma_y\chi_0=2B\lambda\sigma_z\chi_0\), which is the earlier condition with \(S=2\lambda\). The results are unchanged.

### The lower block and the opposite wall

Reversing \(\mathbf k\) in \(h\) and taking the complex conjugate, with \(\sigma_y^*=-\sigma_y\), gives

\[
h^*(-\mathbf k)=-A(k_x\sigma_x+k_y\sigma_y)+\left[M-B(k_x^2+k_y^2)\right]\sigma_z .
\]

Compared with the upper block, the \(k_x\) term has changed sign and the \(k_y\) term has not. The equation in \(y\), the spinor and the existence condition are the same, and the energy is \(-sAk\). Together the blocks give

\[
E_{\rm upper}=sAk,\qquad E_{\rm lower}=-sAk,\qquad k^2<\frac MB .
\]

The two spin partners at one wall move in opposite directions. This is the meaning of helical. For a sample that fills \(y<0\), the reflection \(y\to-y\) changes the sign of the first-derivative term. That reverses \(s\), and each partner moves the other way.

### The profile and its meeting with the bulk

The normalized state is

\[
\psi=N(e^{-\lambda_1y}-e^{-\lambda_2y})\chi_s .
\]

For real roots, with \(P=\lambda_1\lambda_2\),

\[
\frac1{N^2}=\frac1{2\lambda_1}+\frac1{2\lambda_2}-\frac2{\lambda_1+\lambda_2}
=\frac S{2P}-\frac2S=\frac{S^2-4P}{2PS} .
\]

Since \(S^2-4P=(\lambda_1-\lambda_2)^2\), this gives \(N^2=2PS/(\lambda_1-\lambda_2)^2\). The mean distance from the wall follows from \(\int_0^\infty ye^{-ay}dy=1/a^2\):

\[
\langle y\rangle=N^2\left[\frac1{4\lambda_1^2}+\frac1{4\lambda_2^2}-\frac2{S^2}\right].
\]

The first two terms add to \((S^2-2P)/(4P^2)\). Over a common denominator the bracket is

\[
\frac{S^4-2PS^2-8P^2}{4P^2S^2}=\frac{(S^2-4P)(S^2+2P)}{4P^2S^2},
\]

and multiplication by \(N^2\) leaves

\[
\langle y\rangle=\frac{S}{2P}+\frac1S .
\]

As \(k^2\) approaches \(M/B\), \(P\) goes to zero and the state spreads into the sample. At fixed \(k\) the bulk states with transverse momentum \(q\) have

\[
E^2=A^2k^2+A^2q^2+(m-Bq^2)^2 .
\]

If \(m\neq0\), the last two terms have a positive sum for every real \(q\), so the line \(E=sAk\) lies inside the bulk gap at that \(k\). At \(m=0\) it touches the bulk at \(q=0\). Beyond that point the line is again inside the gap, but no state belongs to it. An energy in the gap is thus no evidence that a state exists.

### A worked example

Take the round parameters \(A=0.36\) eV nm, \(B=-0.70\) eV nm² and \(M=-0.010\) eV. Then \(M/B=0.01429\) nm⁻², and the momentum limit is

\[
|k|<\sqrt{0.01429}\ \text{nm}^{-1}=0.1195\ \text{nm}^{-1}.
\]

The edge levels meet the bulk at \(|E|=0.36\times0.1195=0.043\) eV. This is above the bulk band edge at \(k=0\), which lies at 0.010 eV, so for \(|k|>0.028\) nm⁻¹, more than three quarters of their range, the edge states share their energy with bulk states of other \(k\). At \(k=0\) the decay constants are

\[
\lambda_{1,2}=\frac12\left[0.514\pm\sqrt{0.514^2-4(0.01429)}\right]\text{nm}^{-1},
\]

or 0.485 and 0.0295 nm⁻¹. The corresponding lengths are 2.1 and 34 nm. The short one describes the rise of the wave function from the wall, and the long one its tail. Since \(B<0\), the upper block has \(E=-Ak\). At \(k=0.06\) nm⁻¹ its energy is \(-0.0216\) eV, and the lower block has \(+0.0216\) eV. Both have speed \(A/\hbar=5.5\times10^7\) cm/s. The tail length grows from 36 nm at \(k=0.03\) nm⁻¹ to 81 nm at 0.09 nm⁻¹, and the mean distance from 21 to 44 nm.

## Second half: a conserved quantity and a damped oscillator

The sample fills \(y>0\), with \(\psi(0)=0\), and \(k\) is the momentum along the wall. The upper block is

\[
h=Ak\sigma_x+iA\sigma_y\partial_y+(m+B\partial_y^2)\sigma_z,\qquad m=M-Bk^2 .
\]

The spinors \(\chi_\pm=(1,\pm1)/\sqrt2\) satisfy \(\sigma_x\chi_\pm=\pm\chi_\pm\), \(\sigma_z\chi_\pm=\chi_\mp\) and \(i\sigma_y\chi_\pm=\pm\chi_\mp\). The first half found one edge state in this block for \(k^2<M/B\), with energy \(sAk\) and \(s=\operatorname{sgn}(A/B)\). The lower block has energy \(-sAk\). The second derivation starts again from \(h\) and does not match spinors at the wall.

### Two real equations

Expand the wave function as \(\psi=u(y)\chi_++v(y)\chi_-\). The first term of \(h\) gives \(Aku\chi_+-Akv\chi_-\). The second gives \(Au'\chi_--Av'\chi_+\), and the third exchanges the spinors. Collecting the coefficients of \(\chi_+\) and \(\chi_-\) gives

\[
Bv''-Av'+mv=(E-Ak)u,
\]
\[
Bu''+Au'+mu=(E+Ak)v .
\]

All coefficients are real, because \(E\) is an eigenvalue of a Hermitian operator. The real and imaginary parts of a solution are therefore solutions themselves, and \(u\) and \(v\) may be taken real.

Multiply the first equation by \(u'\), the second by \(v'\), and add. The terms \(-Au'v'\) and \(+Au'v'\) cancel. What remains is a total derivative, so

\[
I=Bu'v'+muv-\frac{E-Ak}{2}u^2-\frac{E+Ak}{2}v^2
\]

does not depend on \(y\). It is conserved because the coefficients are uniform in \(y\), just as uniformity in time conserves energy in mechanics.

A normalizable solution of equations with constant coefficients is a sum of decaying exponentials, possibly multiplied by powers of \(y\). Its derivatives decay too, so \(I=0\) far from the wall, and hence everywhere. At the wall \(u=v=0\), which leaves

\[
B\,u'(0)\,v'(0)=0 .
\]

At least one of the two slopes vanishes.

### One component vanishes everywhere

Apply \(B\partial_y^2-A\partial_y+m\) to the second equation and use the first on its right-hand side:

\[
\left[(B\partial_y^2+m)^2-A^2\partial_y^2\right]u=(E^2-A^2k^2)u .
\]

The operators commute, so \(v\) obeys the same equation. It contains even derivatives alone, so its exponents come in pairs \(\pm\lambda\), and at most two of the four decay. Each component is therefore of the form \(c_1e^{-\lambda_1y}+c_2e^{-\lambda_2y}\), or \((c_1+c_2y)e^{-\lambda y}\) for a repeated exponent.

Suppose \(v'(0)=0\), in addition to \(v(0)=0\). For distinct exponents these conditions are \(c_1+c_2=0\) and \(\lambda_1c_1+\lambda_2c_2=0\), so both constants vanish. For a repeated exponent, \(c_1=0\) and then \(c_2=0\). If a single decaying exponent is available, \(v(0)=0\) is already enough. In every case \(v=0\) throughout the sample. The two equations reduce to

\[
(E-Ak)u=0,\qquad Bu''+Au'+mu=0 .
\]

Since \(u\) is not zero, \(E=Ak\). If instead \(u'(0)=0\), the same argument gives \(u=0\), \(E=-Ak\) and \(Bv''-Av'+mv=0\). With \(s=\pm1\) and \(f\) for the surviving component, both cases read

\[
E=sAk,\qquad f''+\gamma f'+\kappa f=0,
\]
\[
\gamma=\frac{sA}{B},\qquad \kappa=\frac MB-k^2 .
\]

### The existence condition as a restoring force

If \(y\) is read as time, this is an oscillator with damping \(\gamma\) and spring constant \(\kappa\), released from \(f=0\) with \(f'(0)=1\). An edge state exists if the motion dies out.

Take first \(\kappa>0\) and \(\gamma>0\). With \(q^2=\gamma^2/4-\kappa\), the solution is

\[
f=e^{-\gamma y/2}\,\frac{\sinh qy}{q} .
\]

For real \(q\) the condition \(\kappa>0\) means \(q<\gamma/2\), and \(f\) decays. For imaginary \(q\) the hyperbolic sine becomes a sine, and for \(q=0\) the fraction becomes \(y\). The function decays in these cases as well.

If \(\kappa>0\) and \(\gamma<0\), consider \(F=\tfrac12f'^2+\tfrac12\kappa f^2\). Its derivative is

\[
F'=f'(f''+\kappa f)=-\gamma f'^2\ge0 .
\]

\(F\) starts at \(\tfrac12\) and cannot fall to zero, so there is no bound state.

If \(\kappa<0\), \(f\) rises from the wall. At a first point where \(f'=0\), the slope would have come down from positive values, so \(f''\le0\) there. The equation gives \(f''=-\kappa f>0\) instead. There is no such point, and \(f\) never turns back. If \(\kappa=0\), \(f'=e^{-\gamma y}\) stays positive and \(f\) again increases. Neither solution is normalizable.

Hence \(\gamma>0\) selects \(s=\operatorname{sgn}(A/B)\), and \(\kappa>0\) is the condition \(k^2<M/B\). In the lower block \(Ak\) changes sign and the derivative terms do not, so its energy is \(-sAk\). The profile agrees with the first half, because \(\lambda_{1,2}=\gamma/2\pm q\).

### What the two derivations assume

Both derivations use a hard wall, nonzero \(A\) and \(B\), momentum conservation along the edge and uncoupled blocks. For a uniform sample both also prove that the block has no other bound state. They differ in what can be changed without losing the result.

The second derivation tolerates a surface layer in which the mass varies. Let \(M\) become \(M(y)\), equal to its bulk value for \(y>d\) and bounded for \(y<d\), with \(A\) and \(B\) fixed. Setting one component to zero still solves both equations with \(E=sAk\), and the other obeys the oscillator equation with a spring constant \(\kappa(y)\). The motion leaves the layer with some finite \(f\) and \(f'\). For \(y>d\) damping and restoring force are positive if \(k^2<M/B\) with the bulk \(M\), so every motion dies out. The linear edge level thus survives for any such layer. The claim that it is the sole bound state does not carry over, because \(I\) now changes at the rate \(m'(y)uv\). The first derivation, with its two exponentials, does not cover this case.

The first derivation tolerates particle-hole asymmetry. Add \(-D(k_x^2+k_y^2)\) times the unit matrix, with \(|D|<|B|\). Setting \(v=0\) now requires \(u\) to satisfy an additional equation, \(D(u''-k^2u)=(E-Ak)u\). This would force \(\lambda_1^2=\lambda_2^2\), and the second derivation fails. The common spinor still works. For a mode, the added term is \(D(\lambda^2-k^2)\), and the difference of the two mode equations becomes

\[
(DS-iA\sigma_y+BS\sigma_z)\chi=0 .
\]

For \(\chi=(a,b)\), the two rows are \((B+D)Sa=Ab\) and \((B-D)Sb=Aa\). Their product gives the sum of the decay constants,

\[
S=\frac{|A|}{\sqrt{B^2-D^2}} .
\]

In the mode equation replace \(-iA\lambda\sigma_y\chi\) by \(-\lambda S(D+B\sigma_z)\chi\), and use \(\lambda^2-\lambda S=-P\), where \(P=\lambda_1\lambda_2\). This leaves

\[
\left[-(P+k^2)(D+B\sigma_z)-E+Ak\sigma_x+M\sigma_z\right]\chi=0 .
\]

Divide the first row by \(a\) and the second by \(b\), and insert the ratios \(b/a=(B+D)S/A\) and \(a/b=(B-D)S/A\):

\[
E=M+(B+D)(Sk-P-k^2),
\]
\[
E=-M+(B-D)(Sk+P+k^2).
\]

Equating the two expressions gives \(2M=2B(P+k^2)-2DSk\), so

\[
P=\frac MB+\frac{DS}{B}k-k^2 .
\]

With this \(P\), the first expression becomes

\[
E_{\rm upper}=-\frac{MD}{B}+\operatorname{sgn}(B)|A|\sqrt{1-\frac{D^2}{B^2}}\;k .
\]

The state exists where \(P>0\). The lower block follows from \(k\to-k\). The condition \(k^2<M/B\) thus belongs to \(D=0\): asymmetry adds a term linear in \(k\), which for \(M/B>0\) widens the allowed interval and shifts its center in opposite directions for the two spin partners. \(P\) can then be positive even for \(M/B<0\), provided \((DS/B)^2>4|M/B|\). The interval in that case excludes \(k=0\), so with \(D\neq0\) a state bound to the wall is not by itself evidence of an inverted well.

### Numerical tests on a strip

The half-plane results were tested by diagonalizing each block on a strip 2000 nm wide, in a polynomial basis that vanishes at both walls. Four parameter sets were used: that of the worked example, two with other signs and \(M/B>0\), and one with \(M\) ten times larger. At \(k=-0.6\) and \(0.9\) times the limiting momentum, each block had two levels in the bulk gap, as expected for a strip with two walls. The energies at the wall \(y=0\) agreed with the formula within \(1.1\times10^{-13}\) eV, and the overlaps with the derived wave function differed from one by at most \(6\times10^{-10}\). At 1.1 times the limit the gap was empty. It was also empty for the upper block at \(k=0.02\) nm⁻¹ when the sign of \(M\) in the example was reversed.

Narrower strips answer the question of ribbon width. With the example's parameters, the two edges of one block are split at \(k=0\) by 0.0024 eV in a 100 nm ribbon. This is 12% of the 0.020 eV bulk gap. At 200 nm the splitting is \(1.2\times10^{-4}\) eV, and at 300 nm it is \(6.5\times10^{-6}\) eV. Between the last two widths it falls with a decay constant of 0.0295 nm⁻¹, that of the tail at \(k=0\). Nearer the momentum limit the tail is longer, and a wider ribbon is needed for it to fall by the same factor before it reaches the opposite wall.

### Real quantum wells

The parameters lie in the rough range of inverted narrow-gap semiconductor quantum wells. Such wells need not satisfy \(D=0\), since \(D\) can be comparable with \(B\). For \(D=-0.50\) eV nm², with the other parameters held fixed, the crossing of the edge levels moves from midgap to 0.0071 eV, close to the band edge at 0.010 eV. The speed falls to 0.70 of its symmetric value. The formulas for \(S\) and \(P\) also give a longer tail at \(k=0\), 50 nm instead of 34 nm, so a ribbon must be wider than in the symmetric case to reach the same small splitting. The upper block's interval changes from \(\pm0.12\) nm⁻¹ to \(-0.026<k<0.55\) nm⁻¹. Strip levels at \(k=-0.02\), 0.01, 0.02 and 0.50 nm⁻¹ confirmed the energy formula, and at \(-0.035\) and 0.60 nm⁻¹ no state bound to that wall was found near the predicted energy. The upper end should not be taken literally, because a Hamiltonian expanded to second order in \(k\) is not reliable at such large momenta. The lower end lies at small momentum and is the more useful warning: a cutoff taken from \(k^2<M/B\) would keep edge states that the asymmetric model does not have.

Real wells can also couple the two blocks. Take a coupling that does not depend on momentum or position, and let \(C\) be the constant matrix that takes the lower block to the upper one. Time reversal acts as \(T(\psi_1,\psi_2)=(\psi_2^*,-\psi_1^*)\), and \(TH=HT\) requires \(C^T=-C\), so \(C\) is proportional to \(i\sigma_y\). Because \(T^2=-1\) and \(T\) is antiunitary,

\[
\langle\psi|T\psi\rangle=\langle T^2\psi|T\psi\rangle=-\langle\psi|T\psi\rangle=0 .
\]

At \(k=0\), \(\psi\) and \(T\psi\) are thus two different states with the same energy, and the crossing stays closed. Moreover \(i\sigma_y\) turns \(\chi_s\) into \(\chi_{-s}\), so the coupling has no first-order effect on the edge states of one wall. A coupling of 0.002 eV moved the edge levels at \(k=0.03\) nm⁻¹ by at most 0.00026 eV, or 2.4% of their energy of 0.0108 eV. The bulk bands, however, shift at first order. For a coupling of strength \(c\) and \(q=0\) they become \(E^2=(Ak\pm c)^2+m^2\). With \(c=0.002\) eV the lower branch falls below the line \(|A|k\) near \(k=0.05\) nm⁻¹. At \(k=0.09\) nm⁻¹ it lies at 0.0307 eV, below the uncoupled level of 0.0324 eV, and no edge level remains in the gap. The coupling therefore shortens the momentum range in which the edge states are bound inside the gap. A coupling \(\Delta\) times the unit matrix breaks time reversal. At \(k=0\) it connects two identical profiles and splits them to \(\pm\Delta\). For \(\Delta=0.002\) eV the strip showed the expected edge gap of 0.004 eV.

Temperature limits the use of the edge channel in another way. With the chemical potential at midgap, the occupation of a state at the conduction-band edge is \(2.5\times10^{-13}\) at 4 K, 0.18 at 77 K and 0.40 at 300 K. For a gap of 0.020 eV and this chemical potential, thermally excited bulk carriers are therefore negligible at 4 K but not at 77 K. Electrostatic potentials near the edge, disorder and interactions are left out of all these figures. The values behind the example are listed in the numerical output below.

## Values computed for the example and the checks

```
A = 0.36 eV nm
B = -0.70 eV nm^2
M = -0.010 eV
M/B = 0.014286 nm^-2
limiting |k| = 0.11952 nm^-1
edge energy at merging = 0.04303 eV
full bulk gap = 0.0200 eV
edge speed = 5.469e+07 cm/s
decay constants at k=0 = 0.48482, 0.02947 nm^-1
decay lengths at k=0 = 2.063, 33.94 nm
largest strip energy error = 1.1e-13 eV
largest overlap error = 5.7e-10 (no unit)
k = 0.03 nm^-1: upper, lower E = -0.01080, 0.01080 eV
  slow decay length = 36.37 nm; mean distance = 21.15 nm
k = 0.06 nm^-1: upper, lower E = -0.02160, 0.02160 eV
  slow decay length = 46.10 nm; mean distance = 26.01 nm
k = 0.09 nm^-1: upper, lower E = -0.03240, 0.03240 eV
  slow decay length = 81.15 nm; mean distance = 43.51 nm
ribbon width 100 nm: edge gap = 2.413e-03 eV
ribbon width 200 nm: edge gap = 1.246e-04 eV
ribbon width 300 nm: edge gap = 6.544e-06 eV
ribbon-gap decay constant = 0.02947 nm^-1
asymmetry D = -0.50 eV nm^2
with D: crossing energy = 0.00714 eV
with D: speed / symmetric speed = 0.6999 (no unit)
with D: upper-block k interval = -0.02594 to 0.55083 nm^-1
block coupling strength = 0.0020 eV
time-reversal-even coupling: pair splitting at k=0 = 1.1e-15 eV
  largest edge shift at k=0.03 nm^-1 = 2.608e-04 eV
time-reversal-odd coupling: edge gap = 0.00400 eV
T = 4 K: kT = 0.000345 eV; band-edge occupation = 2.515e-13 (no unit)
T = 77 K: kT = 0.006635 eV; band-edge occupation = 1.814e-01 (no unit)
T = 300 K: kT = 0.025852 eV; band-edge occupation = 4.045e-01 (no unit)
```
